\section*{The Grote-Hynes Transmission Coefficient and Its Memoryless Kramers Limit}

\section*{The problem}

A ligand moves between two metal centres of a dissolved precursor molecule. Let $q$ be its reaction coordinate, with mass $m$ and velocity $v=\dot q$. The reactant lies at $q<0$, the product at $q>0$, and the barrier top at $q=0$. The potential of mean force $V(q)$ is zero at the reactant minimum, where its frequency is $\omega_0$. Near the top,
\begin{equation}
V(q)=V_b-\tfrac12 m\omega_b^2q^2 .
\end{equation}
The motion is classical, $V_b\gg k_BT$, and the parabola holds over the region in which trajectories recross the top. The solvent responds linearly, with a strength independent of $q$. Transition-state theory (TST) counts every crossing towards the product as a reaction. The transmission coefficient $\kappa=k/k_{\rm TST}$ corrects for recrossing.

\section*{(a) From a solvent to a Langevin equation}

\textbf{Question.} Represent the solvent by harmonic modes $x_j$, scaled to mass $m$, with energy
\begin{equation}
\sum_j\tfrac12m\left[\dot x_j^2+\omega_j^2y_j^2\right],\qquad y_j=x_j-\frac{\sqrt{g_j}}{\omega_j}\,q,\quad g_j\ge0 .
\end{equation}
Eliminate the modes and find the friction kernel and the statistics of the random force.

\textbf{Solution.} The equations of motion are
\begin{equation}
\ddot x_j=-\omega_j^2y_j,\qquad m\ddot q=-V'(q)+m\sum_j\sqrt{g_j}\,\omega_jy_j .
\end{equation}
The first is solved by
\begin{equation}
y_j(t)=y_j(0)\cos\omega_jt+\frac{\dot x_j(0)}{\omega_j}\sin\omega_jt-\frac{\sqrt{g_j}}{\omega_j}\int_0^t\cos[\omega_j(t-t')]\,\dot q(t')\,dt' .
\end{equation}
To verify this, differentiate once and add $\sqrt{g_j}\,\dot q/\omega_j$. The end-point term of the integral cancels, leaving
\begin{equation}
\dot x_j=-\omega_jy_j(0)\sin\omega_jt+\dot x_j(0)\cos\omega_jt+\sqrt{g_j}\int_0^t\sin[\omega_j(t-t')]\,\dot q(t')\,dt' .
\end{equation}
A second differentiation gives $-\omega_j^2y_j$, as required. Inserting $y_j$ in the equation for $q$ near the top yields the generalised Langevin equation
\begin{equation}
\ddot q=\omega_b^2q-\int_0^t\gamma(t-t')\dot q(t')\,dt'+\frac{R(t)}m,\qquad \gamma(t)=\sum_jg_j\cos\omega_jt, \label{gle}
\end{equation}
where $R=m\sum_j\sqrt{g_j}\,[\omega_jy_j(0)\cos\omega_jt+\dot x_j(0)\sin\omega_jt]$.

Let the solvent be in equilibrium at the initial $q$. Then $y_j(0)$ and $\dot x_j(0)$ are independent Gaussian variables with variances $k_BT/(m\omega_j^2)$ and $k_BT/m$. Hence $R$ is Gaussian, has zero mean, is independent of $v_0=v(0)$, and obeys
\begin{equation}
\langle R(t)R(t')\rangle=mk_BT\,\gamma(|t-t'|). \label{fdt}
\end{equation}
For a dense set of modes the sum becomes an integral and $\gamma(t)$ can decay to zero.

\section*{(b) Motion from the barrier top}

\textbf{Question.} For $q(0)=0$, separate $q(t)$ into a part proportional to $v_0$ and a random part, and find the variance of the random part.

\textbf{Solution.} Let $\hat\gamma(s)=\int_0^\infty e^{-st}\gamma(t)\,dt$. The Laplace transforms of $\ddot q$ and $\dot q$ are $s^2\hat q-v_0$ and $s\hat q$, so
\begin{equation}
[s^2+s\hat\gamma(s)-\omega_b^2]\,\hat q=v_0+\hat R/m .
\end{equation}
Therefore
\begin{equation}
q(t)=C(t)v_0+X(t),\qquad \hat C(s)=\frac1{s^2+s\hat\gamma(s)-\omega_b^2}, \label{resp}
\end{equation}
with $X(t)=m^{-1}\int_0^tC(t_1)R(t-t_1)\,dt_1$, $C(0)=0$ and $\dot C(0)=1$. By (\ref{fdt}) and the symmetry of the double integral,
\begin{equation}
\langle X^2\rangle=\frac{2k_BT}{m}\int_0^tdt_1\,C(t_1)\int_0^{t_1}dt_2\,\gamma(t_1-t_2)C(t_2). \label{var1}
\end{equation}
The inner integral follows from the equation for $C$. Dividing $[s^2+s\hat\gamma-\omega_b^2]\hat C=1$ by $s$ gives
\begin{equation}
s\hat C+\hat\gamma\hat C-\frac{\omega_b^2\hat C}s=\frac1s .
\end{equation}
Back in time, this reads
\begin{equation}
\int_0^t\gamma(t-t')C(t')\,dt'=D(t)-\dot C(t),\qquad D(t)=1+\omega_b^2\int_0^tC(t')\,dt' .
\end{equation}
Since $C=\dot D/\omega_b^2$ and $D(0)=1$,
\begin{equation}
\langle X^2\rangle=\frac{2k_BT}{m}\int_0^t\left(\frac{D\dot D}{\omega_b^2}-C\dot C\right)dt'
=\frac{k_BT}{m}\left[\frac{D^2-1}{\omega_b^2}-C^2\right]. \label{var2}
\end{equation}

\section*{(c) The flux that stays across}

\textbf{Question.} Express $\kappa$ through the fate of trajectories started at the top, and evaluate the average at a finite time.

\textbf{Solution.} With $\theta$ the unit step function, the probability that a system starting as reactant is product at time $t$ is $\langle\theta(-q(0))\,\theta(q(t))\rangle/\langle\theta(-q)\rangle$. After the recrossings have ended, but long before most of the reactant has reacted, it grows at the rate $k$. In equilibrium the time derivative can be moved to the first factor with a change of sign. As $d\theta(-q)/dt=-\delta(q)v$,
\begin{equation}
k=\frac{\langle\delta(q(0))\,v_0\,\theta(q(t))\rangle}{\langle\theta(-q)\rangle}.
\end{equation}
At $t\to0^+$ the step function is $\theta(v_0)$, which gives the TST rate. For a harmonic well,
\begin{equation}
k_{\rm TST}=\frac{\sqrt{k_BT/2\pi m}\;e^{-V_b/k_BT}}{\sqrt{2\pi k_BT/(m\omega_0^2)}}=\frac{\omega_0}{2\pi}e^{-V_b/k_BT}. \label{tst}
\end{equation}
The ratio is
\begin{equation}
\kappa(t)=\frac{\langle v_0\,\theta(q(t))\rangle_{q(0)=0}}{\langle v_0\,\theta(v_0)\rangle},
\end{equation}
and $\kappa$ is its plateau.

Here $v_0$ and $q(t)$ are jointly Gaussian with zero mean. From (\ref{resp}) and (\ref{var2}),
\begin{equation}
\langle v_0q\rangle=\frac{k_BT}mC,\qquad \langle q^2\rangle=\frac{k_BT}mC^2+\langle X^2\rangle=\frac{k_BT}{m}\frac{D^2-1}{\omega_b^2}.
\end{equation}
For given $q$ the mean of $v_0$ is $q\langle v_0q\rangle/\langle q^2\rangle$. A Gaussian $q$ also has $\langle q\,\theta(q)\rangle=\sqrt{\langle q^2\rangle/2\pi}$. The numerator is thus $\langle v_0q\rangle/\sqrt{2\pi\langle q^2\rangle}$ and the denominator $\sqrt{k_BT/2\pi m}$, so
\begin{equation}
\kappa(t)=\frac{\langle v_0q\rangle}{\sqrt{\langle v_0^2\rangle\langle q^2\rangle}}=\frac{\omega_bC(t)}{\sqrt{D(t)^2-1}} . \label{kt}
\end{equation}
This is the correlation coefficient between the initial velocity and the later position: recrossing is the loss of memory of the initial direction. At short times $C\simeq t$ and $D\simeq1+\omega_b^2t^2/2$, so $\kappa(t)\to1$. The temperature has cancelled.

\section*{(d) The plateau}

\textbf{Question.} Find the long-time limit of (\ref{kt}), and show that the growth rate it contains is unique.

\textbf{Solution.} Growth comes from poles of $\hat C$ with ${\rm Re}\,s>0$. The kernel in (\ref{gle}) has $\hat\gamma(s)=\sum_jg_js/(s^2+\omega_j^2)$. With $z=s^2$, the pole condition is
\begin{equation}
h(z)\equiv z+\sum_jg_j\frac{z}{z+\omega_j^2}=\omega_b^2,\qquad
{\rm Im}\,\frac{z}{z+\omega_j^2}=\frac{\omega_j^2\,{\rm Im}\,z}{|z+\omega_j^2|^2}.
\end{equation}
If ${\rm Im}\,z\ne0$, then ${\rm Im}\,h\neq0$ and the condition cannot hold. For ${\rm Re}\,s>0$ this leaves $z>0$, hence real $s>0$. There
\begin{equation}
h'(z)=1+\sum_j\frac{g_j\omega_j^2}{(z+\omega_j^2)^2}>0 ,
\end{equation}
and $h$ rises from zero to infinity, so there is one simple pole, $s=\lambda$. If $\gamma(t)$ keeps a constant part $\gamma_\infty$, then $h$ starts from $\gamma_\infty$, and a growing solution requires $\gamma_\infty<\omega_b^2$.

The residue is $A=1/[2\lambda h'(\lambda^2)]>0$. Shift the inversion contour to ${\rm Re}\,s=\epsilon$ with $0<\epsilon<\lambda$. For finite $\gamma(0)$, $|\hat\gamma|\le\gamma(0)/\epsilon$ on this line; for memoryless friction $\hat\gamma$ is constant. Either way $\hat C$ falls as $1/|s|^2$, and the remainder is at most of order $e^{\epsilon t}$. Thus
\begin{equation}
C\simeq Ae^{\lambda t},\qquad D\simeq\frac{\omega_b^2}{\lambda}Ae^{\lambda t},
\end{equation}
and (\ref{kt}) gives the Grote-Hynes result
\begin{equation}
\boxed{\;\kappa=\frac{\lambda}{\omega_b},\qquad \lambda^2+\lambda\hat\gamma(\lambda)=\omega_b^2\;} \label{gh}
\end{equation}
Since $\hat\gamma(\lambda)>0$ for a coupled solvent, $\kappa<1$. The friction that matters is the part of the response available during the escape time $1/\lambda$.

The number $\lambda$ is also the growth rate of the unstable normal mode of coordinate and solvent together. Setting $q,x_j\propto e^{\lambda t}$ in (a) gives $x_j=\sqrt{g_j}\,\omega_jq/(\lambda^2+\omega_j^2)$, and the equation for $q$ becomes
\begin{equation}
\lambda^2=\omega_b^2+\sum_j\left(\frac{g_j\omega_j^2}{\lambda^2+\omega_j^2}-g_j\right)=\omega_b^2-\lambda\hat\gamma(\lambda).
\end{equation}

\section*{(e) A kernel without memory}

\textbf{Question.} Take $\gamma(t)=2\gamma_0\delta(t)$. Find $\kappa$, its two limits, and the first effect of a short memory.

\textbf{Solution.} The delta function sits at the end of the integration range and contributes half its weight. The friction term is then $\gamma_0\dot q$, and $\hat\gamma=\gamma_0$. Equation (\ref{gh}) becomes $\lambda^2+\gamma_0\lambda-\omega_b^2=0$, whose positive root gives Kramers' result
\begin{equation}
\kappa_{\rm K}=\sqrt{1+\left(\frac{\gamma_0}{2\omega_b}\right)^2}-\frac{\gamma_0}{2\omega_b},\qquad k=\kappa_{\rm K}\frac{\omega_0}{2\pi}e^{-V_b/k_BT}. \label{kr}
\end{equation}
For $\gamma_0\gg\omega_b$, expanding the root gives $\kappa_{\rm K}\simeq\omega_b/\gamma_0$, so the crossing is diffusive. For $\gamma_0\ll\omega_b$, $\kappa_{\rm K}\simeq1-\gamma_0/2\omega_b$. The approach to TST as $\gamma_0\to0$ is a property of the barrier alone. For (\ref{gh}) or (\ref{kr}) to give $k$, a trajectory must also lose many $k_BT$ in a passage through the well; in the double well of (g), a mean loss of about $7\,k_BT$ still lowers $\kappa$ by about 13\%. Otherwise it can return and recross. Once the loss is below about $k_BT$, energy exchange limits the rate.

Now let $\gamma(t)=(\gamma_0/\tau)e^{-t/\tau}$, so that $\hat\gamma(s)=\gamma_0/(1+s\tau)\simeq\gamma_0(1-s\tau)$. Varying (\ref{gh}) about the Kramers root $\lambda_{\rm K}$ gives
\begin{equation}
(2\lambda_{\rm K}+\gamma_0)\,\delta\lambda-\gamma_0\lambda_{\rm K}^2\tau=0,\qquad \delta\lambda=\frac{\gamma_0\lambda_{\rm K}^2\tau}{2\lambda_{\rm K}+\gamma_0}.
\end{equation}
This short memory raises $\kappa$, because the friction has not fully developed during the crossing.

\section*{(f) A slow solvent and an oscillating one}

\textbf{Question.} For the exponential kernel, let $\tau\to\infty$ at fixed $\gamma(0)$. Does memory raise $\kappa$ for every kernel?

\textbf{Solution.} Now $\lambda\hat\gamma(\lambda)=\gamma(0)\lambda\tau/(1+\lambda\tau)$. If $\gamma(0)<\omega_b^2$, then $\lambda\tau\to\infty$ and
\begin{equation}
\lambda^2\to\omega_b^2-\gamma(0).
\end{equation}
The solvent is frozen during the crossing, and its restoring force merely flattens the barrier. If $\gamma(0)>\omega_b^2$, that force cages the coordinate. Then $\lambda\to0$ while $\lambda\tau$ stays finite:
\begin{equation}
\gamma(0)\frac{\lambda\tau}{1+\lambda\tau}=\omega_b^2\quad\Rightarrow\quad\lambda\tau=\frac{\omega_b^2}{\gamma(0)-\omega_b^2},
\end{equation}
and the crossing waits for the solvent to relax. Both limits describe the barrier alone. A very slow solvent takes up little energy in the well, so the condition in (e) can fail at large $\tau$, and (\ref{gh}) then does not give $k$.

For the second question, compare with a memoryless kernel of the same integral $\hat\gamma(0)$. If $\hat\gamma(\lambda)<\hat\gamma(0)$, then $\lambda^2+\lambda\hat\gamma(0)>\omega_b^2$, so $\lambda$ exceeds the Kramers root; if $\hat\gamma(\lambda)>\hat\gamma(0)$, it lies below. The second case occurs for $\gamma(t)=\gamma(0)e^{-t/\tau}\cos\Omega t$ with $\gamma(0)=800\ {\rm ps^{-2}}$, $\tau=0.1$ ps, $\Omega=60\ {\rm ps^{-1}}$ and $\omega_b=40\ {\rm ps^{-1}}$. Here $\hat\gamma(0)=2.16\ {\rm ps^{-1}}$ but $\hat\gamma(\lambda)=6.47\ {\rm ps^{-1}}$, and $\kappa=0.922$ against $\kappa_{\rm K}=0.973$. At the barrier, then, memory does not raise $\kappa$ for every kernel. These two values also describe the barrier alone: with memoryless friction as weak as $2.16\ {\rm ps^{-1}}$, returns from the well can lower the true $\kappa$ and even reverse the order.

\section*{(g) Ligand transfer in a hot solvent}

\textbf{Question.} Take $T=500$ K, $V_b=1$ eV, $m=30$ u, $\omega_b=40\ {\rm ps^{-1}}$, and an exponential kernel with $\gamma_0=80\ {\rm ps^{-1}}$ and $\tau=0.1$ ps. The full potential is $V_b(1-q^2/a^2)^2$. Find the rate and size the neglected effects.

\textbf{Solution.} The curvature is $-4V_b/a^2$ at the top and $8V_b/a^2$ at the minima. Hence $a=\sqrt{4V_b/(m\omega_b^2)}=0.090$ nm and $\omega_0=\sqrt2\,\omega_b=56.6\ {\rm ps^{-1}}$. With $k_BT=0.0431$ eV, (\ref{tst}) gives $k_{\rm TST}=750\ {\rm s^{-1}}$.

The root of (\ref{gh}) is $\lambda=31.51\ {\rm ps^{-1}}$. There $\hat\gamma(\lambda)=80/(1+3.151)=19.27\ {\rm ps^{-1}}$, and $\lambda^2+\lambda\hat\gamma(\lambda)=993+607=1600\ {\rm ps^{-2}}=\omega_b^2$. Diagonalizing coordinate and solvent together gives the same $\lambda$. Thus
\begin{equation}
\kappa=\frac{31.51}{40}=0.788,\qquad k=0.788\times750=590\ {\rm s^{-1}} .
\end{equation}
The same $\gamma_0$ without memory gives $\lambda_{\rm K}=\sqrt{1600+1600}-40=16.57\ {\rm ps^{-1}}$, $\kappa_{\rm K}=0.414$ and $311\ {\rm s^{-1}}$. Memory raises the rate by a factor of 1.90.

From (\ref{kt}), $\kappa(t)$ falls from 0.966 at 0.02 ps to 0.800 at 0.10 ps and 0.788 at 0.20 ps. The plateau is reached long before the reaction time $1/k\simeq1.7$ ms. At fixed $\gamma_0$, memories of 0.001, 0.01, 0.1 and 1 ps give $\lambda/\omega_b=0.419$, 0.465, 0.788 and 0.975. In this comparison $\gamma(0)=\gamma_0/\tau$ falls as $\tau$ grows, so it is not the limit taken in (f). The last value describes the barrier alone. With a memory of 1 ps, a passage through the well of the quartic potential loses less than $k_BT$, so trajectories return and the true $\kappa$ is far smaller.

Stochastic trajectories on the full quartic potential give $\kappa=0.784\pm0.003$ (standard error), the same at 0.5 and 1 ps. A return from a well takes only about 0.1 to 0.4 ps, so this agreement shows a plateau but does not exclude returns; the next figure bounds their effect. With identical noise, replacing the parabola by the quartic potential shifts $\kappa$ by $-0.0034\pm0.0004$, or $-0.4\%$ of its value. This shift contains both the departure from the parabola and the few trajectories, about 0.2\%, that return from a well. The anharmonic well multiplies the TST rate by 0.992.

For tunnelling, a parabolic mode of growth rate $\lambda$ has transmission $1/(1+e^{-2\pi E/\hbar\lambda})$ at energy $E$ above the top. With $u=\hbar\lambda/k_BT$ and $x=E/k_BT$, its thermal average relative to the classical one is
\begin{equation}
\int_{-\infty}^{\infty}\frac{e^{-x}\,dx}{1+e^{-2\pi x/u}}=\frac{u/2}{\sin(u/2)}=1.010 .
\end{equation}
It diverges at $u=2\pi$, here at 38 K, far below 500 K. Each stable mode of frequency $\omega$ also has its classical partition function $k_BT/\hbar\omega$ replaced by $1/[2\sinh(\hbar\omega/2k_BT)]$, at the top and in the well. All modes together raise the rate by a factor of 1.047. Treated as independent, these corrections give about $610\ {\rm s^{-1}}$.

The temperature, mass and barrier are rough, illustrative values for ligand exchange in a hot solvent; the friction parameters are the least certain. A step with this rate constant can still control a conversion that takes seconds, if an unfavourable equilibrium before it keeps its reactant scarce. With the same prefactor, a rate of $1\ {\rm s^{-1}}$ needs a barrier higher by $k_BT\ln590\simeq0.27$ eV. In a real solution the friction changes as the ligand leaves one metal centre for the other. That breaks an assumption of (a), and its effect is not sized here. An error of 0.05 eV in $V_b$ changes the rate by a factor of 3.2, more than the factor of 1.90 due to memory. An absolute rate therefore needs an accurate barrier. It also needs a well-known memory time, because returns from the well set in far below 1 ps. At fixed $\gamma_0$, trajectories on the quartic potential give $\kappa\approx0.78$, 0.61, 0.34 and 0.12 for memories of 0.2, 0.3, 0.5 and 1 ps, where (\ref{gh}) gives 0.88, 0.92, 0.95 and 0.975. The fall from 0.788 to about 0.12 is larger than the effect of the barrier error above. The numerical output below lists the values used.

\section*{Table of computed values}
\begin{verbatim}
Temperature: 500 K; kT: 0.04309 eV
Barrier height: 1.00 eV; mass: 30 u
Barrier frequency wb: 40.0 ps^-1
Well frequency w0: 56.569 ps^-1
Barrier top to well minimum, a: 0.0897 nm
Integrated friction g0: 80.0 ps^-1; memory: 0.10 ps
Kernel at zero time: 800.0 ps^-2
wb squared: 1600.0 ps^-2
Friction transform at lambda: 19.2735 ps^-1
Grote-Hynes lambda: 31.5077 ps^-1
Lambda from normal modes: 31.5077 ps^-1
Grote-Hynes kappa: 0.78769 (no unit)
Kramers lambda: 16.5685 ps^-1
Kramers kappa: 0.41421 (no unit)
Kramers kappa from covariance: 0.41421 (no unit)
Grote-Hynes/Kramers ratio: 1.9017 (no unit)
Frozen-bath kappa: 0.70711 (no unit)
kappa(t) at 0.01 ps: 0.99053 (no unit)
kappa(t) at 0.02 ps: 0.96591 (no unit)
kappa(t) at 0.05 ps: 0.87161 (no unit)
kappa(t) at 0.10 ps: 0.80038 (no unit)
kappa(t) at 0.20 ps: 0.78780 (no unit)
kappa for memory 0.001 ps: 0.41909 (no unit)
kappa for memory 0.010 ps: 0.46484 (no unit)
kappa for memory 0.100 ps: 0.78769 (no unit)
kappa for memory 1.000 ps: 0.97532 (no unit)
Oscillating kernel frequency: 60.0 ps^-1
Oscillating kernel, integral: 2.1622 ps^-1
Oscillating kernel, transform at root: 6.4693 ps^-1
Oscillating kernel, Grote-Hynes kappa: 0.92240 (no unit)
Oscillating kernel, Kramers kappa: 0.97334 (no unit)
Harmonic TST rate: 749.616 s^-1
Grote-Hynes rate: 590.467 s^-1
Kramers rate: 310.501 s^-1
Number of trajectories: 60000 (count)
Parabola trajectory kappa, 1 ps: 0.7875 (no unit)
Quartic trajectory kappa, 0.5 ps: 0.7842 (no unit)
Quartic trajectory kappa, 1 ps: 0.7842 (no unit)
Standard error of quartic kappa: 0.0025 (no unit)
Paired quartic-parabola shift: -0.00337 (no unit)
Standard error of paired shift: 0.00037 (no unit)
Quartic/harmonic TST rate: 0.99157 (no unit)
Barrier-mode tunnelling factor: 1.00972 (no unit)
Total quantum rate factor: 1.04748 (no unit)
Tunnelling crossover temperature: 38.30 K
Rate factor for 0.05 eV barrier error: 3.191 (no unit)
\end{verbatim}
